# The Penn Dielectric Constant and the Meaning of Silicon's 4.8 eV

## The decision

Suppose a model of electronic screening needs one gap parameter, and the dielectric constant $\varepsilon$ of the crystal is known. The relation has the form

$$\varepsilon=1+\left(\frac{\hbar\omega_p}{E_g}\right)^2\times\text{factor},$$

and one must decide which factor to use and what the resulting $E_g$ means. For silicon, a factor slightly below one gives 4.8 eV. If that number is then used as the smallest gap of an isotropic two-wave band structure, the model does not return the dielectric constant from which the number came.

The reason is that the isotropic two-wave model has a factor close to $2/3$, not close to one, when the gap is small compared with the Fermi energy. The near-unity factor follows from a further, cruder step. Both are derived below, so that each gap can be used with the formula it belongs to.

Hartree atomic units are used, so $\hbar=m=e=1$. The valence density is $n$, and

$$k_F=(3\pi^2n)^{1/3},\quad E_F=\frac{k_F^2}{2},\quad \omega_p^2=4\pi n=\frac{4k_F^3}{3\pi},\quad B=\frac{E_g}{4E_F}.$$

## The two-wave states

Spin-paired electrons fill a lower band inside the sphere $k<k_F$. A plane wave $\mathbf k$ mixes with one partner, $\mathbf k-\mathbf G$, where $\mathbf G=2k_F\hat{\mathbf k}$, through a coupling $E_g/2$. The partner has wave number $k-2k_F$ along the same direction and lies outside the sphere, so no state is counted twice.

No real lattice has a reciprocal vector of this length in every direction. The model divides the sphere into narrow cones, each with its own plane, and keeps $\mathbf G$ fixed while a field acts on a state in that cone.

The two kinetic energies differ by

$$\frac{(k-2k_F)^2}{2}-\frac{k^2}{2}=2k_F(k_F-k)\equiv d\ge 0.$$

Measured from their mean, the Hamiltonian in the basis $(\mathbf k,\mathbf k-\mathbf G)$ is

$$H=\frac12\begin{pmatrix}-d&E_g\\E_g&d\end{pmatrix}.$$

Its eigenvalues are $\pm\Delta/2$, with $\Delta=\sqrt{d^2+E_g^2}$. The direct gap $\Delta$ is smallest at $k=k_F$, where it equals $E_g$.

Write $d=\Delta\cos2\theta$ and $E_g=\Delta\sin2\theta$. The lower and upper eigenvectors are then

$$v=(\cos\theta,-\sin\theta),\qquad c=(\sin\theta,\cos\theta).$$

The momentum operator is diagonal in plane waves, so

$$\mathbf p_{cv}=\sin\theta\cos\theta\,[\mathbf k-(\mathbf k-\mathbf G)]
=\frac{\mathbf G}{2}\sin2\theta=\frac{\mathbf G E_g}{2\Delta}.$$

Its magnitude is $k_FE_g/\Delta$ and it points along $\hat{\mathbf k}$. For small $B$, the mixing deep inside the sphere is weak and the matrix element there is small. At the surface the two waves mix equally and it reaches $k_F$.

## From states to dielectric constant

A static uniform field $\mathcal E$ along $x$ adds $\mathcal E x$ to the energy of an electron. Second-order perturbation theory lowers the energy of one electron by

$$\mathcal E^2\frac{|x_{cv}|^2}{\Delta}=\frac12\alpha\mathcal E^2,
\qquad\text{so}\qquad \alpha=\frac{2|x_{cv}|^2}{\Delta}.$$

Since $[x,H]=ip_x$ for a local potential, $|x_{cv}|=|p_{x,cv}|/\Delta$ and $\alpha=2|p_{x,cv}|^2/\Delta^3$. Only interband terms are kept, as is appropriate for a filled band. With $\varepsilon-1=4\pi$ times the polarizability per volume, and a factor 2 for spin,

$$\varepsilon-1=4\pi\cdot2\cdot2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{|p_{x,cv}|^2}{\Delta^3}.$$

Local fields, exchange-correlation response, core polarization and lattice response are left out.

The same expression follows from the density response at small $q$. To first order, the overlap of $c$ at $\mathbf k+\mathbf q$ with $v$ at $\mathbf k$ has magnitude $|\mathbf q\cdot\mathbf p_{cv}|/\Delta$, and its square multiplies $4\pi/q^2$. This needs $q\ll Bk_F$, because the eigenvectors change over a distance $Bk_F$ in $k$. The long-wavelength limit must therefore be taken before $E_g$ is made small.

The angular average of $|p_x|^2$ is $|\mathbf p|^2/3$, and $d^3k/(2\pi)^3$ becomes $k^2dk/(2\pi^2)$. Thus

$$\varepsilon-1=16\pi\cdot\frac13\cdot\frac{1}{2\pi^2}\int_0^{k_F}k^2\frac{k_F^2E_g^2}{\Delta^5}dk
=\frac{8k_F^2E_g^2}{3\pi}\int_0^{k_F}\frac{k^2\,dk}{\Delta^5}.$$

Now measure depth below the Fermi surface by $k=k_F(1-Bt)$. Then $d=2k_F^2Bt=4E_FBt=E_gt$, so $\Delta=E_g\sqrt{1+t^2}$. With $|dk|=k_FB\,dt$,

$$\varepsilon-1=\frac{8k_F^5B}{3\pi E_g^3}\int_0^{1/B}\frac{(1-Bt)^2}{(1+t^2)^{5/2}}dt.$$

The prefactor simplifies because $8k_F^5B/(3\pi)=\omega_p^2\cdot2k_F^2B=\omega_p^2E_g$. Hence

$$\varepsilon=1+\frac{\omega_p^2}{E_g^2}S(B),\qquad
S(B)=\int_0^{1/B}\frac{(1-Bt)^2}{(1+t^2)^{5/2}}dt.$$

## The factor in closed form

Let $u=t/\sqrt{1+t^2}$. Then $du=(1+t^2)^{-3/2}dt$ and $1-u^2=1/(1+t^2)$. The three integrals needed are

$$\int\frac{dt}{(1+t^2)^{5/2}}=u-\frac{u^3}{3},\qquad
\int\frac{t^2\,dt}{(1+t^2)^{5/2}}=\frac{u^3}{3},$$

$$\int\frac{t\,dt}{(1+t^2)^{5/2}}=-\frac{1}{3(1+t^2)^{3/2}}.$$

At the upper limit $t=1/B$, $u$ equals $u_1=(1+B^2)^{-1/2}$ and $(1+t^2)^{-3/2}$ equals $B^3u_1^3$. Therefore

$$S=u_1-\frac{u_1^3}{3}-\frac{2B}{3}\left(1-B^3u_1^3\right)+\frac{B^2u_1^3}{3}.$$

Replace the first $u_1$ by $(1+B^2)u_1^3$ and collect terms:

$$S=u_1^3\left[\frac23+\frac{4B^2}{3}+\frac{2B^4}{3}\right]-\frac{2B}{3}
=\frac23u_1^3(1+B^2)^2-\frac{2B}{3}.$$

Since $u_1^3=(1+B^2)^{-3/2}$,

$$\boxed{S(B)=\frac23\left(\sqrt{1+B^2}-B\right)}$$

For small $B$ this is $\frac23(1-B+\frac12B^2+\dots)$. The term linear in $B$ appears because a shell deeper in the sphere holds fewer states. The closed form was tested against the small-$q$ density response computed with numerical eigenvectors.

For large $B$, $\sqrt{1+B^2}-B\to1/(2B)$, so $S\to1/(3B)$ and

$$\varepsilon-1\to\frac{4E_F\omega_p^2}{3E_g^3}.$$

In that limit $\Delta\approx E_g$ and $|\mathbf p|\approx k_F$ throughout the sphere, which gives the same result directly. It checks the algebra but does not describe a solid, because a coupling that strong would mix in more than two waves.

## Where the near-unity factor comes from

The function $(1+t^2)^{-5/2}$ says how much a state at depth $t$ contributes relative to one at the surface. Replace it by a sharp shell: one for $t<1$ and zero beyond. The integral becomes

$$\int_0^1(1-Bt)^2dt=\frac{1-(1-B)^3}{3B}=1-B+\frac{B^2}{3}.$$

This is the near-unity factor. It treats every electron within $Bk_F$ of the Fermi surface as if its direct gap were $E_g$ and its mixing complete. In the model, the gap at the inner edge of that shell is already $\sqrt2E_g$, and the contribution has fallen to $2^{-5/2}$ of its surface value.

The smooth profile has area

$$\int_0^\infty\frac{dt}{(1+t^2)^{5/2}}=1-\frac13=\frac23,$$

whereas the sharp shell has area one. The replacement picks out the right region but gives it too much weight.

## A second case: one dimension

In one dimension the factor $2/3$ can be checked without cones or an angular average. All electrons move along $\mathbf G$, and states are spread evenly in $k$. The polarizability per electron is the average of $2k_F^2E_g^2/\Delta^5$:

$$\bar\alpha=\frac{2k_F^2B}{E_g^3}\int_0^{1/B}\frac{dt}{(1+t^2)^{5/2}}
=\frac{1}{E_g^2}\left(u_1-\frac{u_1^3}{3}\right),$$

because $2k_F^2B=E_g$. So $E_g^2\bar\alpha\to2/3$ for a weak potential.

A crystal with a cosine potential, treated with eleven plane waves and all the resulting upper bands, gives 0.6667 at $B=0.01$ and 0.6675 at $B=0.1$. In this one-dimensional crystal at small $B$, the two-wave approximation is thus not responsible for the departure from one.

## The strength is spread, not lost

One might suspect that a factor of $2/3$ means missing oscillator strength. The interband strength per electron is the average of $2|p_{x,cv}|^2/\Delta$. The same substitution gives

$$F=\frac1n\cdot2\int\frac{d^3k}{(2\pi)^3}\frac{2|p_{x,cv}|^2}{\Delta}
=\int_0^{1/B}\frac{(1-Bt)^2}{(1+t^2)^{3/2}}dt.$$

The three parts of the integral are $u_1$, $-2B(1-Bu_1)$ and $B^2[\operatorname{arsinh}(1/B)-u_1]$. Since $u_1(1+B^2)=\sqrt{1+B^2}$, their sum is

$$F=\sqrt{1+B^2}-2B+B^2\operatorname{arsinh}\frac1B.$$

As $B\to0$, $F\to1$: all the strength is present. It lies at energies from $E_g$ upward, and a static response weights it by $1/\Delta^2$. The ratio $S/F$ is the strength-weighted mean of $E_g^2/\Delta^2$, which tends to $2/3$.

At small $B$, $F$ falls short of one by $2B$ to leading order, and by somewhat less once the $B^2$ terms count. This deficit exposes a limit of the model. Let $E(k)$ be the lower band along a cone. Second-order perturbation theory in $k$ gives $E''=1-2|\mathbf p_{cv}|^2/\Delta$, so $F=(1-\langle E''\rangle)/3$, where the brackets average over the sphere. This relation was tested with finite-difference curvatures.

The slope $E'$ vanishes at $k_F$. Integration by parts then gives

$$\langle E''\rangle=\frac{3}{k_F^3}\int_0^{k_F}k^2E''dk=-\frac{6}{k_F^3}\int_0^{k_F}kE'dk=-2\left\langle\frac{E'}{k}\right\rangle,$$

and therefore

$$1-F=\frac23\left\langle1-\frac{E'}{k}\right\rangle.$$

A spherical band has inverse mass $E'/k$ for each of the two transverse directions. With $\mathbf G$ held fixed, transverse motion has the free value 1 instead. That mismatch is the whole deficit. Since the deficit is of order $B$, the coefficient of the order-$B$ correction in $S$ cannot be carried over to a real lattice. There the strength is complete, but the correction depends on the shape of the zone and on corners where three or more waves mix, and it need not be smaller than in the cone model. The value $2/3$ is the limit $B\to0$ only, and a lattice in more than one dimension can approach it slowly.

## Silicon

The inputs are rough: a cubic lattice constant of 5.4 Å, eight atoms per cube with four valence electrons each, and an electronic dielectric constant of 12. With the lattice constant converted to bohr,

$$n=\frac{8\times4}{a^3}=0.0301\ \text{bohr}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=0.962\ \text{bohr}^{-1},$$

$$E_F=\frac{k_F^2}{2}=0.463\ \text{hartree},\qquad \omega_p=\sqrt{4\pi n}=0.615\ \text{hartree}.$$

Solving the dielectric formula for the gap gives

$$E_g=\frac{\omega_p}{\sqrt{\varepsilon-1}}\sqrt{\text{factor}}
=\frac{0.6152}{\sqrt{11}}\sqrt{\text{factor}}=0.1855\sqrt{\text{factor}}\ \text{hartree}.$$

The factor depends on $E_g$ through $B$, so the equation is solved self-consistently. The three choices are:

- **Unit factor.** $E_g=0.185$ hartree, or about 5.0 eV. This is the energy of a single oscillator that carries the full strength and reproduces $\varepsilon$.
- **Sharp shell.** $B=0.0954$ and the factor is 0.908, so $E_g=0.1855\sqrt{0.9077}=0.177$ hartree, or 4.8 eV.
- **Two-wave integral.** $B=0.0786$ and $S=0.616$, so $E_g=0.1855\sqrt{0.6163}=0.146$ hartree, or about 4.0 eV.

The 4.8 eV of the opening is the sharp-shell value. If it is taken as the minimum gap of the two-wave model, the dielectric constant comes out as 8.35 instead of 12. That is the error made by mixing the two conventions.

The rough input matters less. Changing $\varepsilon$ from 11.5 to 12.5 moves the sharp-shell gap from 4.92 to 4.71 eV and the two-wave gap from 4.05 to 3.88 eV. The difference between the conventions is about 0.85 eV. A further shift comes from local fields, which the measured $\varepsilon$ contains and the formula omits. In the random-phase approximation they lower $\varepsilon$ of silicon by about 10%. Removing them from the input would lower the two-wave gap by about 0.2 eV and the sharp-shell gap by about 0.25 eV.

At the two-wave gap, 90% of the response comes from $t<1$. The shell picture is thus sound about where the response arises, and its fault is the uniform weight inside the shell.

The model's own uncertainty is larger than that from $\varepsilon$. Here $F=0.866$, so 13% of the full strength is missing. If the missing part had the same energy distribution as the rest, the factor would rise from $S$ to about $S/F=0.71$, and the gap to roughly $0.1855\sqrt{0.71}=0.156$ hartree, near 4.3 eV. This is an estimate under an assumed distribution. It indicates the size of the uncertainty but not its direction, because a lattice with complete strength can also have a factor below $2/3$. The two-wave result deserves no more than one figure: about 4 eV.

## Using the result

To reproduce $\varepsilon$ with a single oscillator, use the unit factor and about 5.0 eV. To use the near-unity formula, keep 4.8 eV together with $1-B+B^2/3$. To build isotropic two-wave bands and integrate over them, start from about 4 eV.

None of these energies is the fundamental gap of silicon, and the 4 eV is not its smallest direct gap either, which lies between 3 and 3.5 eV. Each condenses the direct transitions of the whole valence band into one number, and the fundamental gap concerns only the band edges. The description weakens when $B$ is not small, when the direct gap varies strongly with direction, or when the omitted local fields and core polarization contribute appreciably to $\varepsilon$. Silicon is partly in this case, since its direct gap varies over the zone and its local fields change $\varepsilon$ by about 10%. The calculated values are collected in the numerical output.

## Table of computed values

```
Tests: B, S from density response, S closed form
  0.05  0.63417  0.63417
  0.10  0.60332  0.60333
  0.30  0.49602  0.49602
Tests: B, F from band curvature, F closed form
  0.05  0.9105  0.9105
  0.10  0.8350  0.8350
  0.30  0.6167  0.6167
1D cosine crystal, 11 plane waves: B, E_g^2*alpha per electron
  0.01  0.6667
  0.10  0.6675
Area of smooth profile (sharp shell has 1): 0.6667
Silicon, rough inputs
Lattice constant: 5.4 angstrom
Atoms per cube, valence electrons per atom: 8, 4
Dielectric constant: 12
Valence density n: 0.03011 bohr^-3
k_F: 0.9625 bohr^-1
E_F: 0.4632 hartree
omega_p: 0.6152 hartree
Gap, unit factor: 0.1855 hartree = 5.05 eV
Gap, sharp shell: 0.1767 hartree = 4.81 eV
Gap, true two-wave: 0.1456 hartree = 3.96 eV
Sharp shell: B = 0.0954, factor = 0.9077
True two-wave: B = 0.0786, S = 0.6163
Strength fraction F: 0.8659
Mean of E_g^2/Delta^2, S/F: 0.7118
Share of response from shell t<1: 0.902
eps rebuilt from numerical density response: 12.000
eps if two-wave gap equalled sharp-shell gap: 8.35
eps = 11.5: sharp-shell gap 4.92 eV, two-wave 4.05 eV
eps = 12.5: sharp-shell gap 4.71 eV, two-wave 3.88 eV
```
